**Shared pairs and bridge-carried delocalisation in Fe₂(CO)₉**

The program shows that the 18-electron count fixes \(b+m=1\), where \(b\) is the number of direct Fe–Fe pairs and \(m\) the number of three-centre bridge pairs. In a ten-electron model, \(w\) is the metal weight of a bonding orbital and \(W\) is the sum of squared density-matrix elements between the metals. The program asserts that the formulas for \(W\), the bridge-mediated coupling and the energy slopes agree with numerical diagonalisation, matrix inversion and finite differences. It also asserts that the occupied symmetry characters stay fixed, with an open gap, at 31 axial couplings from 0 to −3 eV. With no direct coupling the model gives \(W=0.67\) and a gap of 1.03 eV. A small-basis LDA calculation of the molecule gives an Fe–Fe index of 0.224, of which 0.197 remains when only the bridges link the two halves. The direct Fe–Fe block still contributes −2.06 eV in the chosen orbital partition, so the output does not show that direct interaction is absent.

## Numerical check

```python
"""
Result under test: the 18-electron count of Fe2(CO)9 fixes one SHARED pair,
but not a DIRECT Fe-Fe bond; bridging CO can carry the metal-metal interaction.

Model (orthonormal orbitals, energies in eV): three hybrids on each metal,
one sigma and one pi* orbital on each of three bridges, ten electrons.
kappa: coupling of hybrids on one metal; t_s, t_p: hybrid-sigma and hybrid-pi*
couplings; b_a, b_e: direct axial and lateral metal-metal couplings.
w: metal weight of a bonding orbital; index: sum of squared density elements.
Molecule: LDA density functional calculation with D3h symmetry, analysed in
intrinsic atomic orbitals (a minimal set containing the occupied space).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, solve, cho_factor, cho_solve
from pyscf import gto, dft, df, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]

# ---------- Electron-pair structures, by explicit lists of pairs ----------
valid = []
for direct in range(4):
    for three_centre in range(4):
        pairs = [{0}] * 3 + [{1}] * 3                 # terminal CO donors
        pairs += [{0}, {1}] * (3 - three_centre)      # ketone-like bridges
        pairs += [{0, 1}] * (three_centre + direct)   # pairs seen by both
        lone = (2 * 8 + 9 * 2) // 2 - len(pairs)
        if lone < 0 or lone % 2:
            continue
        pairs += [{0}] * (lone // 2) + [{1}] * (lone // 2)
        if all(2 * sum(m in p for p in pairs) == 18 for m in (0, 1)):
            valid.append((direct, three_centre))
assert set(valid) == {(1, 0), (0, 1)}
print("Valence electrons in the count:", 2 * 8 + 9 * 2)
print("Allowed (direct pairs, three-centre bridge pairs):", valid)

# ---------- Bridge model ----------
kappa, e_s, e_p, t_s, t_p = 0.5, -4.0, 2.0, 1.5, 1.5
I3, J3 = np.eye(3), np.ones((3, 3))


def hamiltonian(b_a=0.0, b_e=0.0, ts=t_s, tp=t_p):
    same = kappa * (J3 - I3)
    cross = b_e * I3 + (b_a - b_e) * J3 / 3
    zero = np.zeros((3, 3))
    return np.block([[same, cross, ts * I3, tp * I3],
                     [cross, same, ts * I3, -tp * I3],
                     [ts * I3, ts * I3, e_s * I3, zero],
                     [tp * I3, -tp * I3, zero, e_p * I3]])


def solve_model(h):
    e, c = np.linalg.eigh(h)
    p = c[:, :5] @ c[:, :5].T
    return e, p, 2 * e[:5].sum(), np.sum((2 * p[:3, 3:6]) ** 2)


def weight(metal, ligand, t):
    d = metal - ligand
    return 0.5 * (1 - d / np.sqrt(d * d + 8 * t * t))


e0, p0, energy0, index0 = solve_model(hamiltonian())
w_a1 = weight(2 * kappa, e_s, t_s)
w_e1 = weight(-kappa, e_s, t_s)
w_e2 = weight(-kappa, e_p, t_p)
index_formula = w_a1**2 + 2 * (w_e1 - w_e2)**2
assert abs(index0 - index_formula) < 1e-10
assert e0[5] - e0[4] > 0.5

step = 1e-4
slope_a = (solve_model(hamiltonian(b_a=step))[2]
           - solve_model(hamiltonian(b_a=-step))[2]) / (2 * step)
slope_e = (solve_model(hamiltonian(b_e=step))[2]
           - solve_model(hamiltonian(b_e=-step))[2]) / (2 * step)
assert abs(slope_a - 2 * w_a1) < 1e-6
assert abs(slope_e - 4 * (w_e1 - w_e2)) < 1e-6

# Effective coupling from the metal block of the full resolvent
e_mid = 0.5 * (e0[4] + e0[5])
green = np.linalg.inv(e_mid * np.eye(12) - hamiltonian())
effective = e_mid * np.eye(6) - np.linalg.inv(green[:6, :6])
coupling = t_s**2 / (e_mid - e_s) - t_p**2 / (e_mid - e_p)
assert abs(effective[0, 3] - coupling) < 1e-9

# Occupied symmetry characters remain fixed while direct coupling is varied
mirror = np.zeros((12, 12))
mirror[:3, 3:6] = mirror[3:6, :3] = I3
mirror[6:9, 6:9], mirror[9:, 9:] = I3, -I3
rotation = np.kron(np.eye(4), np.roll(I3, 1, axis=0))
family_gaps = []
for b in np.linspace(0, -3, 31):
    ef, pf, _, _ = solve_model(hamiltonian(b_a=b))
    characters = [np.trace(pf @ r) for r in
                  (mirror, rotation, mirror @ rotation)]
    assert np.allclose(characters, [1, -1, 1], atol=1e-9)
    family_gaps.append(ef[5] - ef[4])
assert min(family_gaps) > 0.5

odd = np.zeros(12)
odd[0], odd[3] = 1 / np.sqrt(2), -1 / np.sqrt(2)
odd_population = 2 * (odd @ p0 @ odd + p0[9, 9])
assert abs(odd_population - 4 / 3) < 1e-9
change = solve_model(hamiltonian(-0.3, -0.3))[2] - energy0
first_order = -0.3 * (slope_a + slope_e)
assert change > 0 and first_order > 0
e_weak, _, _, index_weak = solve_model(hamiltonian(ts=0.1, tp=0.1))
assert index_weak > 1.9 and e_weak[5] - e_weak[4] < 0.02

print(f"Model inputs kappa, E_s, E_p, t_s, t_p (eV): "
      f"{kappa}, {e_s}, {e_p}, {t_s}, {t_p}; hybrid level 0")
print(f"Model metal weights a1', e', e'': {w_a1:.4f}, {w_e1:.4f}, {w_e2:.4f}")
print(f"Model index with zero direct coupling: {index0:.4f}")
print(f"Model HOMO, LUMO, gap (eV): {e0[4]:.3f}, {e0[5]:.3f}, "
      f"{e0[5]-e0[4]:.3f}")
print(f"Bridge-mediated coupling at E = {e_mid:.3f} eV: {coupling:.3f} eV")
print(f"Energy slopes, axial and lateral: {slope_a:.4f}, {slope_e:.4f}")
print(f"Energy change for both direct couplings -0.3 eV: {change:.3f} eV")
print(f"First-order value of that change: {first_order:.3f} eV")
print(f"Smallest gap for axial coupling 0 to -3 eV: {min(family_gaps):.3f} eV")
print(f"Mirror-odd electrons per bridge: {odd_population:.4f}")
print(f"Weak bridges (0.1 eV): index {index_weak:.4f}, "
      f"gap {e_weak[5]-e_weak[4]:.4f} eV", flush=True)

# ---------- Fe2(CO)9 at a fixed, rounded D3h geometry ----------
r_ff, r_fb, r_ft, r_cob, r_cot, polar = 2.50, 2.00, 1.80, 1.18, 1.15, 60.0
atoms = [("Fe", (0, 0, r_ff / 2)), ("Fe", (0, 0, -r_ff / 2))]
radius = np.sqrt(r_fb**2 - (r_ff / 2)**2)
for phi in np.radians([0, 120, 240]):
    u = np.array([np.cos(phi), np.sin(phi), 0])
    atoms += [("C", tuple(radius * u)), ("O", tuple((radius + r_cob) * u))]
for side in (1, -1):
    for phi in np.radians([60, 180, 300]):
        th = np.radians(polar)
        u = np.array([np.sin(th) * np.cos(phi), np.sin(th) * np.sin(phi),
                      side * np.cos(th)])
        origin = np.array([0, 0, side * r_ff / 2])
        atoms += [("C", tuple(origin + r_ft * u)),
                  ("O", tuple(origin + (r_ft + r_cot) * u))]
iron_basis = [s for s in gto.basis.load("def2-svp", "Fe") if s[0] < 3]
mol = gto.M(atom=atoms, basis={"Fe": iron_basis, "C": "sto-3g", "O": "sto-3g"},
            verbose=0)
n_occ, nao = mol.nelectron // 2, mol.nao
xyz = mol.atom_coords()
s1 = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")

# Symmetry operations in the basis: orbitals(R r) = orbitals(r) @ matrix
rng = np.random.default_rng(4)
directions = rng.normal(size=(len(atoms), 60, 3))
directions /= np.linalg.norm(directions, axis=2)[:, :, None]
radii = np.geomspace(0.02, 3.0, 60)
samples = (xyz[:, None, :] + directions * radii[None, :, None]).reshape(-1, 3)
row_scale = np.tile(radii**1.5, len(atoms))[:, None]
sample_values = mol.eval_gto("GTOval_sph", samples) * row_scale


def operation(r):
    image = mol.eval_gto("GTOval_sph", samples @ r.T) * row_scale
    m = np.linalg.lstsq(sample_values, image, rcond=None)[0]
    assert np.allclose(m.T @ s1 @ m, s1, atol=1e-6)
    return m


cs, sn = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
m_h = operation(np.diag([1.0, 1.0, -1.0]))
m_v = operation(np.diag([1.0, -1.0, 1.0]))
m_c = operation(np.array([[cs, -sn, 0], [sn, cs, 0], [0, 0, 1.0]]))
unit = np.eye(nao)
subgroups = [[unit, m_h], [unit, m_v], [unit, m_c, m_c @ m_c]]


def symmetric_operator(a):
    for group in subgroups:
        a = sum(m.T @ a @ m for m in group) / len(group)
    return a


def symmetric_density(a):
    for group in subgroups:
        a = sum(m @ a @ m.T for m in group) / len(group)
    return a


# Integration cells around one atom of each symmetry class
grid = dft.gen_grid.Grids(mol)
grid.atom_grid = {"Fe": (50, 194), "C": (35, 146), "O": (35, 146)}
atomic_grids = grid.gen_atomic_grids(mol)


def cell_weight(points, owner):
    dist = np.linalg.norm(points[:, None, :] - xyz[None], axis=2).T
    cells = np.ones_like(dist)
    for i in range(len(xyz)):
        for j in range(i):
            x = (dist[i] - dist[j]) / np.linalg.norm(xyz[i] - xyz[j])
            for _ in range(3):
                x = 1.5 * x - 0.5 * x * x * x
            cells[i] *= 0.5 * (1 - x)
            cells[j] *= 0.5 * (1 + x)
    return cells[owner] / cells.sum(axis=0)


point_sets, weight_sets = [], []
for atom, copies in ((0, 2), (2, 3), (3, 3), (8, 6), (9, 6)):
    local, volume = atomic_grids[mol.atom_symbol(atom)]
    points = local + xyz[atom]
    point_sets.append(points)
    weight_sets.append(copies * volume * cell_weight(points, atom))
grid_weights = np.concatenate(weight_sets)
values = mol.eval_gto("GTOval_sph", np.concatenate(point_sets))
grid_overlap = symmetric_operator(values.T @ (values * grid_weights[:, None]))
assert np.max(np.abs(grid_overlap - s1)) < 0.03

# Coulomb potential by density fitting
aux = df.addons.make_auxmol(mol, "weigend")
three_index = df.incore.aux_e2(mol, aux, intor="int3c2e", aosym="s2ij")
assert three_index.shape[0] == nao * (nao + 1) // 2
metric = cho_factor(aux.intor("int2c2e"))


def make_fock(d):
    packed = lib.pack_tril(2 * d - np.diag(np.diag(d)))
    fitted = cho_solve(metric, packed @ three_index)
    coulomb = lib.unpack_tril(np.ascontiguousarray(three_index @ fitted))
    rho = np.maximum(np.sum((values @ d) * values, axis=1), 1e-14)
    potential = np.ravel(
        dft.libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
    xc = values.T @ (values * (grid_weights * potential)[:, None])
    return symmetric_operator(core + coulomb + xc)


# Self-consistency with residual extrapolation and an early level shift
s_val, s_vec = np.linalg.eigh(s1)
half_inverse = (s_vec / np.sqrt(s_val)) @ s_vec.T
half = (s_vec * np.sqrt(s_val)) @ s_vec.T
d_ao = symmetric_density(
    np.array(dft.RKS(mol).get_init_guess(mol, key="minao")))
focks, errors, converged = [], [], False
for cycle in range(60):
    fock_ao = make_fock(d_ao)
    product = fock_ao @ d_ao @ s1
    error = half_inverse @ (product - product.T) @ half_inverse
    residual = np.max(np.abs(error))
    if residual < 3e-5:
        converged = True
        break
    focks, errors = (focks + [fock_ao])[-8:], (errors + [error])[-8:]
    n = len(focks)
    system = np.zeros((n + 1, n + 1))
    system[:n, :n] = [[np.sum(a * b) for b in errors] for a in errors]
    system[:n, :n] /= np.max(np.diag(system)[:n])
    system[n, :n] = system[:n, n] = 1
    mix = np.linalg.lstsq(system, np.eye(n + 1)[n], rcond=1e-14)[0][:n]
    trial = sum(x * f for x, f in zip(mix, focks))
    if residual > 0.02:
        trial = trial + 0.2 * (s1 - 0.5 * s1 @ d_ao @ s1)
    c_trial = eigh(trial, s1)[1][:, :n_occ]
    d_ao = symmetric_density(2 * c_trial @ c_trial.T)
assert converged
e_all, c_all = eigh(fock_ao, s1)
c_occ = c_all[:, :n_occ]
final_change = half @ (2 * c_occ @ c_occ.T - d_ao) @ half
assert np.max(np.abs(final_change)) < 5e-3
grid_electrons = grid_weights @ np.sum((values @ d_ao) * values, axis=1)
assert abs(grid_electrons - mol.nelectron) < 0.1

# Minimal reference shells, then intrinsic atomic orbitals
reference = {}
for symbol, numbers in (("Fe", (4, 2, 1)), ("C", (2, 1)), ("O", (2, 1))):
    library = gto.basis.load("ano", symbol)
    reference[symbol] = []
    for ell, number in enumerate(numbers):
        shell = next(s for s in library if s[0] == ell)
        reference[symbol].append(
            [ell] + [list(row[:1 + number]) for row in shell[1:]])
ref_mol = gto.M(atom=atoms, basis=reference, verbose=0)
s2 = ref_mol.intor("int1e_ovlp")
s12 = gto.intor_cross("int1e_ovlp", mol, ref_mol)


def orthonormalise(c):
    val, vec = eigh(c.T @ s1 @ c)
    return c @ (vec / np.sqrt(val)) @ vec.T


projected = solve(s1, s12)
depolarised = orthonormalise(projected @ solve(s2, s12.T @ c_occ))
occ_proj = c_occ @ c_occ.T @ s1
dep_proj = depolarised @ depolarised.T @ s1
iao = orthonormalise(occ_proj @ dep_proj @ projected
                     + (unit - occ_proj) @ (unit - dep_proj) @ projected)
orb = iao.T @ s1 @ c_occ
assert np.allclose(orb.T @ orb, np.eye(n_occ), atol=1e-6)
to_iao = iao.T @ s1 @ c_all
fock = (to_iao * e_all) @ to_iao.T * EV
density = 2 * orb @ orb.T
levels = np.linalg.eigvalsh(fock)

slices = ref_mol.aoslice_by_atom()[:, 2:4]
on_atom = [np.arange(a, b) for a, b in slices]
fe1, fe2 = on_atom[:2]
bridge = np.concatenate(on_atom[2:8])
upper = np.concatenate([on_atom[i] for i, a in enumerate(atoms)
                        if a[1][2] > 1e-6])
lower = np.concatenate([on_atom[i] for i, a in enumerate(atoms)
                        if a[1][2] < -1e-6])


def bond_index(d, a, b):
    return np.sum(d[np.ix_(a, b)]**2)


def block_energy(a, b):
    return 2 * np.sum(density[np.ix_(a, b)] * fock[np.ix_(a, b)])


parity = np.einsum("ai,ab,bi->i", c_all, s1 @ m_h, c_all, optimize=True)
per_orbital = 4 * np.sum(orb[fe1] * (fock[np.ix_(fe1, fe2)] @ orb[fe2]), axis=0)
even_energy = np.sum(per_orbital * (1 + parity[:n_occ]) / 2)
odd_energy = np.sum(per_orbital * (1 - parity[:n_occ]) / 2)
direct_energy = block_energy(fe1, fe2)
bridge_energy = block_energy(np.concatenate([fe1, fe2]), bridge)
assert abs(even_energy + odd_energy - direct_energy) < 1e-6
assert odd_energy > even_energy
assert abs(direct_energy) < abs(bridge_energy)

# Remove every direct link between the halves; only bridge links remain
cut = fock.copy()
cut[np.ix_(upper, lower)] = 0
cut[np.ix_(lower, upper)] = 0
e_cut, c_cut = np.linalg.eigh(cut)
d_cut = 2 * c_cut[:, :n_occ] @ c_cut[:, :n_occ].T
space_overlap = np.linalg.svd(orb.T @ c_cut[:, :n_occ], compute_uv=False)[-1]
index_full = bond_index(density, fe1, fe2)
index_cut = bond_index(d_cut, fe1, fe2)
assert index_cut > 0.05

print("Molecule: LDA (SVWN), Fe def2-SVP without f, C and O STO-3G")
print(f"Fe-Fe, Fe-C bridge, Fe-C terminal (angstrom): "
      f"{r_ff:.2f}, {r_fb:.2f}, {r_ft:.2f}")
print(f"C-O bridge, C-O terminal (angstrom): {r_cob:.2f}, {r_cot:.2f}")
print(f"Terminal Fe-C angle from the Fe-Fe axis (degree): {polar:.1f}")
print(f"Electrons: {mol.nelectron}; grid integral: {grid_electrons:.4f}")
print(f"Basis functions: {nao}; intrinsic orbitals: {len(fock)}")
print(f"Kohn-Sham HOMO, LUMO, gap (eV): {e_all[n_occ-1]*EV:.3f}, "
      f"{e_all[n_occ]*EV:.3f}, {(e_all[n_occ]-e_all[n_occ-1])*EV:.3f}")
print(f"Mirror parity HOMO, LUMO: {parity[n_occ-1]:.3f}, {parity[n_occ]:.3f}")
print(f"Index Fe-Fe: {index_full:.4f}")
print(f"Index one Fe-C bridge: {bond_index(density, fe1, on_atom[2]):.4f}")
print(f"Index one Fe-C terminal: {bond_index(density, fe1, on_atom[8]):.4f}")
print(f"Direct Fe-Fe block energy (eV): {direct_energy:.3f}")
print(f"  mirror-even and mirror-odd parts (eV): "
      f"{even_energy:.3f}, {odd_energy:.3f}")
print(f"All Fe-bridge block energy (eV): {bridge_energy:.3f}")
print(f"Gap in intrinsic orbitals, intact (eV): "
      f"{levels[n_occ]-levels[n_occ-1]:.3f}")
print(f"Gap with halves linked only by bridges (eV): "
      f"{e_cut[n_occ]-e_cut[n_occ-1]:.3f}")
print(f"Fe-Fe index with halves linked only by bridges: {index_cut:.4f}")
print(f"Ratio of that index to the intact one: {index_cut/index_full:.3f}")
print(f"Smallest overlap of occupied spaces: {space_overlap:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Valence electrons in the count: 34
Allowed (direct pairs, three-centre bridge pairs): [(0, 1), (1, 0)]
Model inputs kappa, E_s, E_p, t_s, t_p (eV): 0.5, -4.0, 2.0, 1.5, 1.5; hybrid level 0
Model metal weights a1', e', e'': 0.1188, 0.1818, 0.7538
Model index with zero direct coupling: 0.6685
Model HOMO, LUMO, gap (eV): -1.712, -0.679, 1.033
Bridge-mediated coupling at E = -1.196 eV: 1.506 eV
Energy slopes, axial and lateral: 0.2375, -2.2881
Energy change for both direct couplings -0.3 eV: 0.588 eV
First-order value of that change: 0.615 eV
Smallest gap for axial coupling 0 to -3 eV: 1.033 eV
Mirror-odd electrons per bridge: 1.3333
Weak bridges (0.1 eV): index 1.9809, gap 0.0137 eV
Molecule: LDA (SVWN), Fe def2-SVP without f, C and O STO-3G
Fe-Fe, Fe-C bridge, Fe-C terminal (angstrom): 2.50, 2.00, 1.80
C-O bridge, C-O terminal (angstrom): 1.18, 1.15
Terminal Fe-C angle from the Fe-Fe axis (degree): 60.0
Electrons: 178; grid integral: 177.9969
Basis functions: 138; intrinsic orbitals: 120
Kohn-Sham HOMO, LUMO, gap (eV): -3.023, -0.343, 2.680
Mirror parity HOMO, LUMO: -1.000, -1.000
Index Fe-Fe: 0.2238
Index one Fe-C bridge: 0.4447
Index one Fe-C terminal: 0.7428
Direct Fe-Fe block energy (eV): -2.055
  mirror-even and mirror-odd parts (eV): -2.541, 0.485
All Fe-bridge block energy (eV): -40.311
Gap in intrinsic orbitals, intact (eV): 3.042
Gap with halves linked only by bridges (eV): 2.940
Fe-Fe index with halves linked only by bridges: 0.1971
Ratio of that index to the intact one: 0.881
Smallest overlap of occupied spaces: 0.9966
ALL CHECKS PASSED
```
